# The p bands of a planar selenium zigzag with right-angle bonds: test program

```python
"""Flat p bands of a planar right-angle zigzag chain (selenium-like).

Result under test: with sigma-only hopping V between p orbitals, and bonds
alternately along x and y, the bands are flat at -V (bonding), 0 (lone pair)
and +V (antibonding); four p electrons per atom fill the first two groups.
Symbols: V sigma hopping, P pi hopping, theta bond angle, k Bloch phase per
cell, q Bloch phase between stacked chains, zeta spin-orbit constant.
Energies are in eV, measured from the atomic p level.
"""
import numpy as np
from scipy import constants as const
from scipy.optimize import brentq
from scipy.special import expit, gamma

# Rough, round, selenium-like inputs
bond_nm = 0.24
V = 3.0
P = -0.8
theta_deg = 103.0
s_level = -10.0
V_ss, V_sp = -1.7, 1.9
zeta = 0.2
V_stack = 0.5
temperature = 300.0

X, Y, Z = np.eye(3)
K_GRID = 2 * np.pi * np.arange(80) / 80
PAULI = [np.array([[0, 1], [1, 0]], complex),
         np.array([[0, -1j], [1j, 0]]),
         np.array([[1, 0], [0, -1]], complex)]


def hopping_block(u, sigma, pi=0.0, ss=0.0, sp=0.0):
    """Two-centre hopping in the order s, px, py, pz along unit vector u."""
    block = np.zeros((4, 4))
    block[0, 0] = ss
    block[0, 1:] = sp * u
    block[1:, 0] = -sp * u
    block[1:, 1:] = sigma * np.outer(u, u) + pi * (np.eye(3) - np.outer(u, u))
    return block


def spin_orbit(strength):
    """strength * L.S in the basis (px, py, pz) x spin."""
    total = np.zeros((6, 6), complex)
    for i in range(3):
        L = np.zeros((3, 3), complex)
        a, b = (i + 1) % 3, (i + 2) % 3
        L[a, b], L[b, a] = -1j, 1j
        total += 0.5 * strength * np.kron(L, PAULI[i])
    return total


def bands(n_atoms, bonds, with_s=False, so=0.0, q_grid=(0.0,)):
    """Sorted spin-resolved bands; bond = (i, j, block, cell step, stack step)."""
    first = 0 if with_s else 1
    n_orb = 4 - first
    onsite = np.zeros((2 * n_orb, 2 * n_orb), complex)
    onsite[-6:, -6:] = spin_orbit(so)
    if with_s:
        onsite[0, 0] = onsite[1, 1] = s_level
    result = []
    for q in q_grid:
        for k in K_GRID:
            H = np.zeros((n_atoms, n_orb, n_atoms, n_orb), complex)
            for i, j, block, m, n in bonds:
                H[i, :, j, :] += block[first:, first:] * np.exp(1j * (k * m + q * n))
            H = H.reshape(n_atoms * n_orb, n_atoms * n_orb)
            H = np.kron(H + H.conj().T, np.eye(2))
            H = H + np.kron(np.eye(n_atoms), onsite)
            result.append(np.linalg.eigvalsh(H))
    return np.array(result)


def planar(angle_deg=90.0, **couplings):
    t = np.radians(angle_deg)
    second = np.array([-np.cos(t), np.sin(t), 0.0])
    return [(0, 1, hopping_block(X, V, **couplings), 0, 0),
            (1, 0, hopping_block(second, V, **couplings), 1, 0)]


def helix(**couplings):
    return [(0, 1, hopping_block(X, V, **couplings), 0, 0),
            (1, 2, hopping_block(Y, V, **couplings), 0, 0),
            (2, 0, hopping_block(Z, V, **couplings), 1, 0)]


def groups(E, n_atoms, with_s=False):
    """Split p bands, in order of energy, into three equal groups."""
    start = 2 * n_atoms if with_s else 0
    return [E[:, start + g * 2 * n_atoms: start + (g + 1) * 2 * n_atoms]
            for g in range(3)]


def gap(E, n_atoms, with_s=False):
    _, lone, anti = groups(E, n_atoms, with_s)
    return anti.min() - lone.max()


# Flat bands and filling of the periodic chain
E_flat = bands(2, planar())
assert np.allclose(E_flat, np.repeat([-V, 0.0, V], 4), atol=1e-10)
n_cells = len(K_GRID)
occupied = np.sort(E_flat.ravel())[:8 * n_cells]
filling = [np.sum(abs(occupied - level) < 1e-8) / (2 * n_cells)
           for level in (-V, 0.0, V)]
assert np.allclose(filling, [2, 2, 0])
energy_per_atom = occupied.sum() / (2 * n_cells)
assert abs(energy_per_atom + 2 * V) < 1e-9
flat_gap = gap(E_flat, 2)
assert abs(flat_gap - V) < 1e-9

# Open chain built from Cartesian positions
N = 10
positions = np.array([[(i + 1) // 2, i // 2, 0] for i in range(N)]) * bond_nm
H_open = np.zeros((3 * N, 3 * N))
for i in range(N):
    for j in range(N):
        step = positions[j] - positions[i]
        length = np.linalg.norm(step)
        if i != j and abs(length - bond_nm) < 1e-9:
            H_open[3*i:3*i+3, 3*j:3*j+3] = V * np.outer(step, step) / length**2
open_levels = np.linalg.eigvalsh(H_open)
open_counts = [int(np.sum(abs(open_levels - e) < 1e-8)) for e in (-V, 0, V)]
assert open_counts == [N - 1, N + 2, N - 1]
missing = 2 * (open_counts[0] + open_counts[1]) - 4 * N
assert missing == 2
bond_state = np.zeros(3 * N)
bond_state[0], bond_state[3] = 1 / np.sqrt(2), -1 / np.sqrt(2)
assert np.allclose(H_open @ bond_state, -V * bond_state)
repeat_nm = np.linalg.norm(positions[2] - positions[0])

# Sign convention from Slater-rule 4p orbitals, by quadrature
n_eff, exponent = 3.7, 6.95 / 3.7
bohr_nm = const.value('Bohr radius') * 1e9


def p_overlaps(distance):
    h = 0.04
    rho = (np.arange(350) + 0.5) * h
    z = -14 + (np.arange(850) + 0.5) * h
    R, ZZ = np.meshgrid(rho, z, indexing='ij')
    r1, r2 = np.hypot(R, ZZ), np.hypot(R, ZZ - distance)
    norm2 = (2 * exponent)**(2 * n_eff + 1) / gamma(2 * n_eff + 1)
    radial = norm2 * (r1 * r2)**(n_eff - 2) * np.exp(-exponent * (r1 + r2))
    weight = 3 / (4 * np.pi) * radial * R * h * h
    return (np.sum(2 * np.pi * weight * ZZ * (ZZ - distance)),
            np.sum(np.pi * weight * R**2))


assert np.allclose(p_overlaps(0.0), 1.0, atol=2e-3)
S_sigma, S_pi = p_overlaps(bond_nm / bohr_nm)
assert S_sigma < 0 < S_pi

# Pi hopping in the planar chain
E_pi = bands(2, planar(pi=P))
pz = 2 * abs(P * np.cos(K_GRID / 2))
inplane = np.sqrt(V**2 + P**2 + 2 * V * P * np.cos(K_GRID))
formula = np.array([-inplane] * 4 + [-pz] * 2 + [pz] * 2 + [inplane] * 4).T
assert np.allclose(E_pi, np.sort(formula, axis=1), atol=1e-9)
assert abs(gap(E_pi, 2) - (V - 3 * abs(P))) < 1e-9
assert abs(gap(bands(2, planar(pi=-V / 3)), 2)) < 1e-9

# Bond angle away from ninety degrees, sigma hopping only
E_angle = bands(2, planar(theta_deg))
c = np.cos(np.radians(theta_deg))
root = np.sqrt(1 - c**2 * np.sin(K_GRID / 2)**2)
shift = abs(c * np.cos(K_GRID / 2))
upper, lower = V * (root + shift), V * (root - shift)
zero = np.zeros_like(upper)
formula = np.array([-upper] * 2 + [-lower] * 2 + [zero] * 4
                   + [lower] * 2 + [upper] * 2).T
assert np.allclose(E_angle, formula, atol=1e-9)
assert abs(gap(E_angle, 2) - V * (1 - abs(c))) < 1e-9

# Right-angle helix
assert np.allclose(bands(3, helix()), np.repeat([-V, 0.0, V], 6), atol=1e-10)
E_helix = bands(3, helix(pi=P))
helix_formula = (3 * V - np.sqrt(V**2 + 8 * P**2)) / 2
assert abs(gap(E_helix, 3) - helix_formula) < 1e-9
assert gap(E_helix, 3) > gap(E_pi, 2)

# Remaining neglected effects
E_s = bands(2, planar(ss=V_ss, sp=V_sp), with_s=True)
assert np.ptp(groups(E_s, 2, True)[1]) < 1e-9
assert np.allclose(np.linalg.eigvalsh(spin_orbit(zeta)),
                   [-zeta] * 2 + [zeta / 2] * 4)
E_so = bands(2, planar(), so=zeta)
stack = [(a, a, hopping_block(Z, V_stack), 0, 1) for a in (0, 1)]
q_grid = 2 * np.pi * np.arange(8) / 8
E_stack = bands(2, planar() + stack, q_grid=q_grid)
assert abs(gap(E_stack, 2) - (V - 2 * V_stack)) < 1e-9
every = dict(pi=P, ss=V_ss, sp=V_sp)
E_all = bands(2, planar(theta_deg, **every) + stack, True, zeta, q_grid)
E_helix_all = bands(3, helix(**every), True, zeta)

# Thermal excitation of the flat-band model
kT = const.k * temperature / const.e


def imbalance(mu):
    electrons = expit((mu - V) / kT)
    holes = expit(-mu / kT) + expit((-V - mu) / kT)
    return np.log(electrons) - np.log(holes)


mu = brentq(imbalance, 0.1 * V, 0.9 * V)
assert abs(mu - V / 2) < 1e-6
excited = 2 * expit((mu - V) / kT)

print("INPUTS (rough, selenium-like)")
print(f"bond length = {bond_nm:.2f} nm; repeat length = {repeat_nm:.3f} nm")
print(f"sigma hopping V = {V:.2f} eV; pi hopping P = {P:.2f} eV")
print(f"bond angle for the correction = {theta_deg:.0f} degrees")
print(f"s level below p = {-s_level:.1f} eV")
print(f"ss hopping = {V_ss:.2f} eV; sp hopping = {V_sp:.2f} eV")
print(f"spin-orbit constant = {zeta:.2f} eV")
print(f"hopping between stacked chains = {V_stack:.2f} eV")
print("FLAT-BAND MODEL")
for name, part, count in zip(("bonding", "lone-pair", "antibonding"),
                             groups(E_flat, 2), filling):
    print(f"{name}: level {part.mean() + 0.0:.3f} eV, "
          f"width {np.ptp(part):.3f} eV, {count:.0f} electrons/atom")
print(f"gap = {flat_gap:.3f} eV")
print(f"p band energy = {energy_per_atom:.3f} eV per atom")
print(f"open chain, {N} atoms: levels at -V, 0, +V = {open_counts}")
print(f"open chain: electrons missing from full shell = {missing}")
print("SLATER-RULE 4p OVERLAPS AT THE BOND LENGTH")
print(f"sigma = {S_sigma:.3f}; pi = {S_pi:.3f} (dimensionless)")
print("NEGLECTED EFFECTS: ranges of the three groups and gap, eV")
cases = [("pi hopping", E_pi, 2, False),
         ("bond angle", E_angle, 2, False),
         ("s-p mixing", E_s, 2, True),
         ("spin-orbit", E_so, 2, False),
         ("stacked chains", E_stack, 2, False),
         ("all, planar", E_all, 2, True),
         ("helix + pi", E_helix, 3, False),
         ("helix + pi, s, spin-orbit", E_helix_all, 3, True)]
for name, E, n, with_s in cases:
    ranges = "; ".join(f"{g.min():.3f} to {g.max():.3f}"
                       for g in groups(np.round(E, 9) + 0.0, n, with_s))
    print(f"{name}: {ranges}; gap {gap(E, n, with_s):.3f}")
print(f"pi hopping that closes the planar gap: |P| = {V / 3:.3f} eV")
print(f"kT at {temperature:.0f} K = {kT:.4f} eV")
print(f"chemical potential = {mu:.3f} eV")
print(f"thermal antibonding electrons = {excited:.1e} per atom")
print("PASS")
```

Output:

```
INPUTS (rough, selenium-like)
bond length = 0.24 nm; repeat length = 0.339 nm
sigma hopping V = 3.00 eV; pi hopping P = -0.80 eV
bond angle for the correction = 103 degrees
s level below p = 10.0 eV
ss hopping = -1.70 eV; sp hopping = 1.90 eV
spin-orbit constant = 0.20 eV
hopping between stacked chains = 0.50 eV
FLAT-BAND MODEL
bonding: level -3.000 eV, width 0.000 eV, 2 electrons/atom
lone-pair: level 0.000 eV, width 0.000 eV, 2 electrons/atom
antibonding: level 3.000 eV, width 0.000 eV, 0 electrons/atom
gap = 3.000 eV
p band energy = -6.000 eV per atom
open chain, 10 atoms: levels at -V, 0, +V = [9, 12, 9]
open chain: electrons missing from full shell = 2
SLATER-RULE 4p OVERLAPS AT THE BOND LENGTH
sigma = -0.345; pi = 0.116 (dimensionless)
NEGLECTED EFFECTS: ranges of the three groups and gap, eV
pi hopping: -3.800 to -2.200; -1.600 to 1.600; 2.200 to 3.800; gap 0.600
bond angle: -3.675 to -2.325; 0.000 to 0.000; 2.325 to 3.675; gap 2.325
s-p mixing: -3.000 to -2.347; 0.000 to 0.000; 3.000 to 3.701; gap 3.000
spin-orbit: -3.106 to -2.900; -0.007 to 0.006; 2.907 to 3.100; gap 2.900
stacked chains: -3.000 to -3.000; -1.000 to 1.000; 3.000 to 3.000; gap 2.000
all, planar: -3.489 to -0.896; -1.972 to 2.408; 1.990 to 4.078; gap -0.418
helix + pi: -3.379 to -3.000; -0.379 to 0.379; 3.000 to 3.379; gap 2.621
helix + pi, s, spin-orbit: -3.384 to -2.337; -0.435 to 0.482; 3.078 to 3.850; gap 2.596
pi hopping that closes the planar gap: |P| = 1.000 eV
kT at 300 K = 0.0259 eV
chemical potential = 1.500 eV
thermal antibonding electrons = 1.3e-25 per atom
PASS
```
